# The Büttiker–Landauer interaction time from a weakly modulated thick barrier

An electron of kinetic energy 5.5 eV meets a barrier 10 eV high and 10 Å wide, whose height oscillates by 0.05 eV. If the oscillation has a quantum of 0.1 eV, the transmitted wave that has gained a quantum is 1.27 times as intense as the one that has lost a quantum. If the quantum is 0.8 eV, the factor is 6.8. The energy at which this asymmetry becomes large is set by a time, here 0.79 fs, which depends on the width of the barrier and on the depth of the electron below its top.

## Setting and statement

The algebra uses atomic units, \(\hbar=m=e=1\), with \(m\) the free-electron mass. The Hamiltonian is

\[
H(t)=H_0+V_1\cos(\omega t)\,\Theta(x),\qquad H_0=-\tfrac12\partial_x^2+V_0\Theta(x),
\]

where \(\Theta=1\) for \(0<x<L\) and zero elsewhere. A wave \(e^{ikx-iEt}\) of unit amplitude arrives from the left, with \(0<E<V_0\). Define

\[
k=\sqrt{2E},\qquad \kappa=\sqrt{2(V_0-E)},\qquad \tau=L/\kappa .
\]

Let \(B_0\) be the transmitted amplitude at \(x=L\) at energy \(E\), and \(B_\pm\) the amplitudes at \(E\pm\omega\), each to leading order in \(V_1\).

**Theorem.** Keep \(E\), \(V_0\) and \(a=\omega\tau>0\) fixed and let \(\kappa L\to\infty\). Then, to first order in \(V_1\),

\[
\frac{B_\pm}{B_0}=\mp\frac{V_1}{2\omega}\left(e^{\pm\omega\tau}-1\right)\left[1+O\!\left(\frac1{\kappa L}\right)\right],
\]

and therefore \(\ln|B_+/B_-|\to\omega\tau\). In ordinary units \(\tau=mL/(\hbar\kappa)\), with \(\kappa=\sqrt{2m(V_0-E)}/\hbar\).

Fixing \(\omega\tau\) makes \(\omega=a\kappa/L\) small as the barrier thickens, so both sideband energies end up between zero and \(V_0\).

## Lemma 1: the sideband as an overlap

Let \(\psi_E\) be the static scattering state incident from the left, and write \(E'=E\pm\omega\), with \(k',\kappa'\) the values of \(k,\kappa\) at \(E'\). Then

\[
B_\pm=\frac{V_1}{2ik'}\int_0^L\psi_{E'}(L-x)\,\psi_E(x)\,dx .
\]

**Proof.** Insert \(\psi=\psi_Ee^{-iEt}+\sum_\pm\chi_\pm e^{-i(E\pm\omega)t}\) into the Schrödinger equation. Since \(\cos\omega t=\frac12(e^{i\omega t}+e^{-i\omega t})\), the first-order terms give

\[
(E'-H_0)\chi_\pm=\tfrac12V_1\Theta\,\psi_E .
\]

There is no incident wave at \(E'\), so \(\chi_\pm\propto e^{-ik'x}\) on the left and \(\chi_\pm=B_\pm e^{ik'(x-L)}\) on the right.

The barrier is mirror symmetric, so \(\varphi(x)=\psi_{E'}(L-x)\) solves \(H_0\varphi=E'\varphi\) with incidence from the right. Multiply the equation for \(\chi_\pm\) by \(\varphi\), the equation for \(\varphi\) by \(\chi_\pm\), and subtract. The potential terms cancel. Integration gives

\[
\tfrac12\left[\varphi\chi_\pm'-\chi_\pm\varphi'\right]_0^L=\tfrac12V_1\int_0^L\varphi\,\psi_E\,dx .
\]

At \(x=0\) both functions are proportional to \(e^{-ik'x}\), so the bracket vanishes. At \(x=L\), with \(r'\) the reflection amplitude,

\[
\varphi=1+r',\quad \varphi'=-ik'(1-r'),\quad \chi_\pm=B_\pm,\quad \chi_\pm'=ik'B_\pm .
\]

The bracket is \(ik'B_\pm[(1+r')+(1-r')]=2ik'B_\pm\). Solving for \(B_\pm\) proves the lemma.

## Lemma 2: the static state

For \(0\le x\le L\),

\[
\psi_E=C\left[e^{-\kappa x}+\rho e^{-2\kappa L}e^{\kappa x}\right],\qquad
\rho=\frac{\kappa+ik}{\kappa-ik},
\]

with \(C=2k/(k+i\kappa)\) up to relative corrections of order \(e^{-2\kappa L}\).

**Proof.** The outgoing wave requires \(\psi_E'(L)=ik\psi_E(L)\), that is \(\kappa(\rho-1)=ik(1+\rho)\), which gives \(\rho\). At the entrance, \(\psi_E(0)=1+r\) and \(\psi_E'(0)=ik(1-r)\). Eliminating \(r\),

\[
2ik=ik\psi_E(0)+\psi_E'(0)=C\left[(ik-\kappa)+\rho e^{-2\kappa L}(ik+\kappa)\right].
\]

Dropping the exponentially small term gives \(C=2ik/(ik-\kappa)=2k/(k+i\kappa)\).

Since \(1+\rho=2\kappa/(\kappa-ik)\),

\[
B_0=\psi_E(L)=Ce^{-\kappa L}\frac{2\kappa}{\kappa-ik},
\]

\[
|B_0|^2=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}e^{-2\kappa L}
=\frac{16E(V_0-E)}{V_0^2}e^{-2\kappa L}.
\]

## Proof of the theorem

By Lemma 2 the mirrored state is

\[
\psi_{E'}(L-x)=C'e^{-\kappa'L}\left[e^{\kappa'x}+\rho'e^{-\kappa'x}\right].
\]

Its product with \(\psi_E\) has four terms. The one containing both \(\rho\) and \(\rho'\) is smaller than the first by a factor of order \(e^{-2\kappa L}\) at fixed \(a\). Integrating the others and dropping exponentially small end-point terms gives

\[
\frac{1}{CC'}\int_0^L\psi_{E'}(L-x)\psi_E\,dx=
\frac{e^{-\kappa'L}-e^{-\kappa L}}{\kappa-\kappa'}
+\frac{\rho e^{-\kappa L}+\rho'e^{-\kappa'L}}{\kappa+\kappa'} .
\]

The first term comes from the whole barrier, the second from its two edges.

From \(\kappa'^2=\kappa^2\mp2\omega\) follow \(\kappa-\kappa'=\pm2\omega/(\kappa+\kappa')\) and, by expanding the square root,

\[
\kappa'L=\kappa L\mp\omega\tau-\frac{(\omega\tau)^2}{2\kappa L}+O\!\left((\kappa L)^{-2}\right).
\]

The bulk term is therefore

\[
\pm\frac{\kappa}{\omega}e^{-\kappa L}\left(e^{\pm\omega\tau}-1\right)\left[1+O(1/\kappa L)\right].
\]

Because \(\kappa/\omega=L/a\), it is of order \(Le^{-\kappa L}\), whereas the edge term is of order \(e^{-\kappa L}/\kappa\). The edges contribute a relative correction of order \(1/(\kappa L)\).

For the prefactor, \(C'/(ik')=2/(ik'-\kappa')=-2/(\kappa'-ik')\). Lemma 1 then gives, at leading order,

\[
B_\pm=-\frac{V_1C}{\kappa'-ik'}\left(\pm\frac{\kappa}{\omega}\right)e^{-\kappa L}\left(e^{\pm\omega\tau}-1\right).
\]

Dividing by \(B_0\) and using \(\kappa'-ik'\to\kappa-ik\) proves the theorem. The ratio of moduli is \((e^a-1)/(1-e^{-a})=e^a\). ∎

## What the time measures

**Slow modulation.** For \(\omega\tau\ll1\) both amplitudes tend to \(V_1\tau/2\) in modulus, relative to \(B_0\). A static argument gives the slow limit at any thickness, with \(\tau\) replaced by a time whose ratio to \(\tau\) tends to one as the barrier thickens. As \(\omega\to0\), the equation for \(\chi_\pm\) becomes that for the response of \(\psi_E\) to a constant shift \(V_1/2\) of the barrier. Hence \(B_\pm\to(V_1/2)\,\partial B_0/\partial V_0\), and the slow-modulation time is \(|\partial\ln B_0/\partial V_0|\). This step does not require a flat top.

For the thick rectangle, \(\partial\kappa/\partial V_0=1/\kappa\) at fixed \(E\). With \(k+i\kappa=i(\kappa-ik)\), Lemma 2 reads \(B_0=4k\kappa e^{-\kappa L}/[i(\kappa-ik)^2]\), so

\[
\frac{\partial\ln B_0}{\partial V_0}=-\tau+\frac1{\kappa^2}-\frac{2}{\kappa(\kappa-ik)}
=-\tau\left(1+\frac{\rho}{\kappa L}\right).
\]

The leading term is \(-\tau\): the interaction time is the logarithmic sensitivity of the transmitted amplitude to the barrier height.

**Faster modulation.** When \(\omega\tau\) is of order one, the energy change alters the decay itself. Before normalization, the bulk integrand varies as \(e^{-(\kappa-\kappa')x}\to e^{\mp ax/L}\). An electron that gains a quantum near the entrance has the rest of the barrier to cross with slower decay; one that loses a quantum is transmitted best if it does so near the exit. The entrance half contributes the amplitude share

\[
\frac{\int_0^{L/2}e^{\mp ax/L}dx}{\int_0^Le^{\mp ax/L}dx}
=\frac{1-e^{\mp a/2}}{1-e^{\mp a}}=\frac1{1+e^{\mp a/2}} .
\]

**Other modulation profiles.** Let the modulation be multiplied by a bounded real profile \(f(x/L)\) with \(f(1-u)=f(u)\). The leading amplitudes are proportional to \(e^{\pm a}\int_0^1f(u)e^{\mp au}du\). With \(G=\int_0^1fe^{au}du\), the substitution \(u\to1-u\) gives \(\int_0^1fe^{-au}du=e^{-a}G\). The upper amplitude is proportional to \(G\), the lower to \(e^{-a}G\). If \(G\ne0\), their ratio is again \(e^{\omega\tau}\), although their sizes depend on \(f\).

**Not an arrival delay.** The form \(L/\kappa\) resembles a width divided by a speed, but no trajectory entered the proof. The phase time, the energy derivative of \(\arg B_0\), behaves differently. From the expression for \(B_0\) above, \(\arg B_0=2\theta-\pi/2\) with \(\theta=\arctan(k/\kappa)\). Since \(dk/dE=1/k\) and \(d\kappa/dE=-1/\kappa\),

\[
\frac{d\arg B_0}{dE}=2\,\frac{\kappa/k+k/\kappa}{k^2+\kappa^2}=\frac{2}{k\kappa}.
\]

It does not grow with \(L\) for a thick barrier, while \(\tau\) grows linearly.

## Conditions

First order is safe when the sidebands are weak beside the elastic wave:

\[
\frac{V_1}{2\omega}\left(e^{\omega\tau}-1\right)\ll1 .
\]

This is sufficient but not necessary. In a thick barrier the first corrections to \(B_\pm/B_0\) involve one quantum gained and one lost, so their relative size is set by the product of the two first-order amplitudes, \((V_1/\omega)^2\sinh^2(\omega\tau/2)\). For the example below widened to 40 Å, with a quantum of 0.8 eV and \(V_1=0.05\) eV, \(|B_+/B_0|=1.65\), yet the upper and lower intensity ratios lie only 2% and 5% below their first-order values. The condition \(V_1\ll V_0\) ensures neither requirement, and at fixed \(\omega\) thickening the barrier eventually violates both. The neglected exponent \((\omega\tau)^2/(2\kappa L)\) must also be small. Near the top \(\kappa L\) ceases to be large, and above the top \(\kappa\) is imaginary, so the exponential asymmetry derived here no longer follows.

The theorem concerns squared amplitudes. Transmitted flux ratios carry a further factor \(k_\pm/k\), where \(k_\pm=\sqrt{2(E\pm\omega)}\). It tends to one in the stated limit but can matter at finite thickness.

## A vacuum gap between tungsten electrodes

Take \(V_0-E=4.5\) eV, a rough work function of tungsten, and \(L=10\) Å. The value \(E=5.5\) eV is a round choice; at fixed \(V_0-E\) it does not enter \(\tau\). With 1 hartree = 27.2114 eV and 1 bohr = 0.52918 Å,

\[
\kappa=\sqrt{2(4.5/27.2114)}=0.5751\ \text{bohr}^{-1},\qquad
L=18.90\ \text{bohr}.
\]

Thus \(\kappa L=10.87\) and \(\tau=18.90/0.5751=32.86\) atomic units. Multiplication by 0.024189 fs gives

\[
\tau=0.795\ \text{fs},\qquad \hbar/\tau=0.828\ \text{eV}.
\]

The static transmission is \(1.44\times10^{-9}\). The phase time is 0.132 fs at both 10 Å and 20 Å, while \(\tau\) doubles to 1.59 fs.

For a quantum of 0.8 eV and \(V_1=0.05\) eV, \(\omega\tau=0.966\) and \(V_1/2\omega=0.03125\). The law gives

\[
|B_+/B_0|^2=(0.03125\times1.627)^2=2.59\times10^{-3},
\]
\[
|B_-/B_0|^2=(0.03125\times0.6194)^2=3.75\times10^{-4}.
\]

The table compares the law with a coupled-channel solution keeping the seven energies \(E+n\omega\), \(|n|\le3\), and matching the wave at both edges. Intensities are in units of \(10^{-3}\); the last column is \(\ln|B_+/B_-|/\omega\) from the full solution.

| Quantum (eV) | Upper: full / law | Lower: full / law | Time (fs) |
|---|---|---|---|
| 0.1 | 1.017 / 1.030 | 0.802 / 0.809 | 0.783 |
| 0.2 | 1.152 / 1.166 | 0.716 / 0.719 | 0.783 |
| 0.4 | 1.494 / 1.506 | 0.576 / 0.573 | 0.784 |
| 0.8 | 2.636 / 2.587 | 0.386 / 0.375 | 0.790 |

At 0.8 eV the full intensities exceed the law by 2% and 3% of the law's values. The entrance half contributes amplitude shares of 0.619 to the upper sideband and 0.389 to the lower; the limiting formula gives 0.618 and 0.382. The flux factors are 1.070 and 0.924. If the logarithm were taken of flux ratios, they would add \(\frac12\ln(1.070/0.924)=0.073\) to \(\omega\tau\), lengthening the inferred time by about 8%.

The slow-modulation correction can be checked by hand. Here \(\rho=-0.10+0.995i\), so \(|1+\rho/10.87|=0.995\) and the slow time is 0.791 fs, as found numerically. The ratio time at low frequency is slightly shorter, 0.783 fs, for a reason contained in the integral already derived.

**Remark: finite thickness in the ratio time.** Put \(\nu=\pm\omega\) and let \(\nu\to0\) at fixed \(L\). Then \(\delta=\kappa-\kappa'=\nu/\kappa+O(\nu^2)\), and \(\rho=e^{2i\theta}\) gives \(\rho'=\rho[1+2i\nu/(k\kappa)]\) to first order. The integral divided by \(CC'e^{-\kappa L}\) is

\[
\frac{e^{\delta L}-1}{\delta}+\frac{\rho+\rho'e^{\delta L}}{\kappa+\kappa'}
\]
\[
=L\left[\left(1+\frac{\rho}{\kappa L}\right)\left(1+\frac{\nu\tau}{2}\right)
+\frac{\rho\nu}{\kappa L}\left(\frac1{2\kappa^2}+\frac{i}{k\kappa}\right)\right].
\]

The remaining prefactor has constant modulus, because \(|\kappa'-ik'|^2=2V_0\). Subtracting the logarithms for \(\nu=\omega\) and \(\nu=-\omega\), and keeping the leading correction in \(1/\kappa L\),

\[
\frac{1}{\omega}\ln\left|\frac{B_+}{B_-}\right|
=\tau+\frac{2}{\kappa L}\left[\frac{\mathrm{Re}\,\rho}{2\kappa^2}-\frac{\mathrm{Im}\,\rho}{k\kappa}\right].
\]

Since \(\mathrm{Re}\,\rho=(V_0-2E)/V_0\) and \(\mathrm{Im}\,\rho=2k\kappa/(k^2+\kappa^2)\), this equals

\[
\tau\left[1-\frac{3-2E/V_0}{(\kappa L)^2}\right].
\]

For the example the correction is \(-1.9/118=-1.6\%\), giving 0.782 fs. The first-order edge correction has cancelled from the ratio. At finite \(a=\omega\tau\) the expansion of the bulk term still adds a relative correction \([(a/2)\coth(a/2)-1]/(\kappa L)\), which vanishes as \(a\to0\) and accounts for most of the rise to 0.790 fs in the table.

Each intensity keeps relative corrections of order \(1/(\kappa L)\), from the edges and from the expansion of the bulk term. With \(\omega\tau=1\) and \(E\) and \(V_0\) held fixed, a coupled-channel test gave errors relative to the law of 0.35% (upper) and 0.22% (lower) at \(\kappa L=100\), and 0.18% and 0.11% at \(\kappa L=200\). They roughly halve as the thickness doubles, as expected of corrections of order \(1/(\kappa L)\).

**Strength of modulation.** At 0.8 eV, the upper intensity ratio departs from its first-order value by \(-0.07\%\) for \(V_1=0.05\) eV and by \(-4.2\%\) for \(V_1=0.4\) eV. The first-order amplitude ratios are 0.051 and 0.41.

## How a real gap differs

The 10 Å gap lies towards the wide end for a tunnelling microscope. The image force can change the slow-modulation time appreciably, by an amount that depends on how its divergence at the electrodes is treated. Between two ideal metal planes, half the interaction with all image charges gives

\[
V_{\rm im}(x)=-\frac12\sum_{n=0}^{\infty}\left[\frac1{2x+2nL}+\frac1{2(L-x)+2nL}-\frac1{(n+1)L}\right].
\]

At mid-gap this is \(-\ln2/L=-1.00\) eV. Adding it to the barrier, with the total potential cut off at zero near the electrodes, raises the slow-modulation time from 0.791 to 0.908 fs, or by 15%. This figure is not robust: a cutoff at \(-5\) eV or \(+3\) eV gives 3% or 23%, taking \(E=3\) or 9 eV at fixed \(V_0-E\) gives 24% or 12%, and leaving the cut-off region unmodulated gives 0.875 fs. The time inferred from the sideband ratio moves much less: with the cutoff at zero it goes from 0.783 to 0.790 fs at 0.1 eV and from 0.790 to 0.800 fs at 0.8 eV, about 1%. Without the image force, a bias of 0.1 V gives a slow-modulation time of 0.795 fs when it lowers the exit side and 0.787 fs when it raises it.

Electrons at one total energy also have a spread of transverse energy \(\varepsilon\), which lowers their energy along \(x\). Since \(\partial(2\kappa L)/\partial E=-2\tau\), transmission falls approximately as \(e^{-2\tau\varepsilon}\). Transverse states in two dimensions are uniformly distributed in \(\varepsilon\), so the estimated mean is \(\hbar/(2\tau)=0.41\) eV. Integration with the static transmission gives 0.44 eV; at that mean, \(\tau\) is 0.758 fs, 5% shorter. Raising \(E\) by the thermal energy at 300 K, 0.026 eV, changes \(\tau\) by 0.3%.

Uniform modulation is also an idealization between metals. A sine profile vanishing at both electrodes gives a ratio time of 0.798 fs at 0.8 eV, consistent with the symmetry result. An alternating bias instead produces a ramp and moves the potential of one electrode, so that result does not cover it. Electrode band structure, surface states and the delayed response of the image charge are left out; the femtosecond value belongs to this model, not to a measured tungsten junction. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Hartree energy: 27.2114 eV
Bohr length: 0.52918 angstrom
Atomic unit of time: 0.024189 fs
Work function V0-E (rough, W): 4.5 eV
Incident energy E: 5.5 eV
Barrier height V0: 10.0 eV
Gap L: 10.0 angstrom
Modulation amplitude V1: 0.05 eV
kappa: 1.0868 1/angstrom
kappa*L: 10.868
Static transmission |B0|^2: 1.439e-09
Crossover quantum hbar/tau: 0.8281 eV
Interaction time tau: 0.7948 fs
Slow-modulation time, finite L: 0.7909 fs
Phase time at L: 0.1323 fs
Phase time at 2L: 0.1323 fs
tau at 2L: 1.5896 fs
Quantum 0.1 eV: omega*tau = 0.1208
  upper |B+/B0|^2: full 1.0172e-03, law 1.0296e-03
  lower |B-/B0|^2: full 8.0190e-04, law 8.0867e-04
  time from sideband ratio: 0.7827 fs
Quantum 0.2 eV: omega*tau = 0.2415
  upper |B+/B0|^2: full 1.1518e-03, law 1.1660e-03
  lower |B-/B0|^2: full 7.1569e-04, law 7.1930e-04
  time from sideband ratio: 0.7831 fs
Quantum 0.4 eV: omega*tau = 0.4830
  upper |B+/B0|^2: full 1.4937e-03, law 1.5062e-03
  lower |B-/B0|^2: full 5.7571e-04, law 5.7324e-04
  time from sideband ratio: 0.7844 fs
Quantum 0.8 eV: omega*tau = 0.9660
  upper |B+/B0|^2: full 2.6363e-03, law 2.5867e-03
  lower |B-/B0|^2: full 3.8646e-04, law 3.7468e-04
  time from sideband ratio: 0.7899 fs
Flux factor k+/k at 0.8 eV: 1.0703
Flux factor k-/k at 0.8 eV: 0.9244
Entrance-half share, upper, 0.8 eV: 0.6194
Entrance-half share, lower, 0.8 eV: 0.3890
Law error at kappa*L=100: 0.00354 up, 0.00221 down
Law error at kappa*L=200: 0.00180 up, 0.00106 down
Image energy at mid-gap: -0.9981 eV
Slow time with image force: 0.9076 fs
Slow time with 0.1 V bias: 0.7945 fs
Mean transverse energy: 0.4442 eV
Estimate hbar/(2 tau): 0.4141 eV
tau at mean transverse energy: 0.7583 fs
Thermal energy at 300 K: 0.0259 eV
tau for E raised by thermal energy: 0.7971 fs
Ratio time, sine profile, 0.8 eV: 0.7978 fs
Upper sideband beyond 1st order, V1=0.05 eV: -0.069 %
Upper sideband beyond 1st order, V1=0.4 eV: -4.21 %
```
